# Does Andreev reflection double the conductance of a diffusive wire?

**Question**

At a barrier-free contact to a superconductor, an electron below the gap comes back as a hole, and charge \(2e\) crosses instead of \(e\). I have a disordered, phase-coherent InAs wire ending in such a contact to aluminium. Should its conductance at zero bias and very low temperature be twice the normal-state value? Alternatively, I could insert the wire's mean transmission \(\bar T\) into the factor \(2T^2/(2-T)^2\) for one channel, but that gives a strong reduction instead. Which is right?

**Answer**

Neither. The mean conductance stays at its normal-state value, to leading order in the number of channels and in wire length. Doubling requires every channel that conducts at all to transmit perfectly through the whole structure, wire included; a transparent interface is not enough.

**Conductance in terms of transmission eigenvalues**

Let the wire have \(N\) channels per spin, and let \(t\) be its transmission matrix from the reservoir to the superconductor end. Let \(r\) be its reflection matrix for waves arriving from that end. The eigenvalues of \(tt^\dagger\) are \(T_n\), and with \(G_0=2e^2/h\)
\[
G_N=G_0\sum_n T_n .
\]
"Normal state" means the same contact with the gap switched off. I assume elastic scattering that does not act on spin, phase coherence and time-reversal symmetry. The spin-orbit coupling of InAs is thus left out.

First, the interface. At the Fermi energy, with a real gap \(\Delta\), an electron component \(u\) moving right at speed \(v\) and its hole partner \(w\) obey, inside the superconductor,
\[
-i\hbar v\,u'+\Delta w=0,\qquad \Delta u+i\hbar v\,w'=0 .
\]
The decaying solution \(e^{-\kappa x}\) has \(\kappa=\Delta/\hbar v\) and \(w=-iu\). The Andreev amplitude is therefore \(-i\); reversing \(v\) gives \(-i\) for hole to electron too.

Holes at the Fermi energy scatter with the complex-conjugate matrix. Let \(a\) be the electron amplitudes moving towards the interface. They are fed by transmission and by a round trip with two Andreev reflections:
\[
a=t\,a_{\rm in}+r(-i)r^*(-i)a
\quad\Rightarrow\quad a=(1+rr^*)^{-1}t\,a_{\rm in}.
\]
The holes \(-ia\) leave through the conjugate of the backward transmission matrix. Time reversal makes that matrix \(t^T\), so its conjugate is \(t^\dagger\), and it makes \(r\) symmetric, so \(r^*=r^\dagger\). Unitarity gives \(rr^\dagger=1-tt^\dagger\), hence
\[
r_{he}=-i\,t^\dagger(2-tt^\dagger)^{-1}t .
\]
The eigenvalues of \(r_{he}r_{he}^\dagger\) are \(T_n^2/(2-T_n)^2\). Each conversion transfers \(2e\), so
\[
G_{NS}=2G_0\sum_n\frac{T_n^2}{(2-T_n)^2}.
\]

One channel thus changes by the factor \(2T/(2-T)^2\). It is 2 at \(T=1\), but exceeds 1 only if \(T^2-6T+4<0\), that is \(T>3-\sqrt5\approx0.764\). The answer depends on the distribution of \(T_n\), which the mean does not supply.

**One function containing both conductances**

Define
\[
I(\phi)=\sum_n\frac{T_n\sin\phi}{D_n},\qquad D_n=1-T_n\sin^2(\phi/2).
\]
Since \(D_n'=-\tfrac12T_n\sin\phi\),
\[
I'(\phi)=\sum_n\left[\frac{T_n\cos\phi}{D_n}+\frac{T_n^2\sin^2\phi}{2D_n^2}\right].
\]
At \(\phi=0\) this is \(\sum T_n\). At \(\phi=\pi/2\), where \(D_n=1-T_n/2\), it is \(\sum 2T_n^2/(2-T_n)^2\). Therefore
\[
G_N=G_0I'(0),\qquad G_{NS}=G_0I'(\pi/2).
\]
The two are equal if \(I\) is a straight line between these angles.

**How the function changes as the wire grows**

Measure length as \(s=L/l\), where \(l\) is the backscattering length: a thin slice reflects each channel with probability \(\delta s\). Let the slice have reflection matrix \(\rho\) for waves from the wire and transmission matrix \(\tau\), with \(\tau^\dagger\tau=1-\rho^\dagger\rho\). Assume that it mixes all channels equally:
\[
\langle\rho_{ij}\rho^*_{kl}\rangle=\frac{\delta s}{N}\delta_{ik}\delta_{jl}.
\]
Time reversal also requires \(\rho=\rho^T\). This adds a second pairing of indices, which yields one trace where the terms below have a product of two. Its effect is smaller by \(1/N\) and is dropped here.

Summing the bounces between wire and slice, the new transmission matrix is \(\tau(1-r\rho)^{-1}t\). For \(Q=(t^\dagger t)^{-1}\), whose eigenvalues are \(1/T_n\), the new matrix is
\[
\tilde Q=t^{-1}(1-r\rho)(1-\rho^\dagger\rho)^{-1}(1-\rho^\dagger r^\dagger)t^{-1\dagger}.
\]
To second order in \(\rho\), \(\tilde Q=Q+X+Y\), with
\[
X=-t^{-1}(r\rho+\rho^\dagger r^\dagger)t^{-1\dagger},\quad
Y=t^{-1}(r\rho\rho^\dagger r^\dagger+\rho^\dagger\rho)t^{-1\dagger}.
\]
Because \(t^{-1}t^{-1\dagger}=Q\) and \(t^{-1}rr^\dagger t^{-1\dagger}=Q-1\), the average is \(\langle Y\rangle=\delta s\,(2Q-1)\).

Let \(R=(z-Q)^{-1}\) and \(g=\langle{\rm Tr}\,R\rangle\). Expanding the resolvent gives \(\delta g=\langle{\rm Tr}\,R^2Y+{\rm Tr}\,R^2XRX\rangle\); the term linear in \(X\) averages to zero. With \(\langle\rho A\rho^\dagger\rangle=\langle\rho^\dagger A\rho\rangle=(\delta s/N)\,{\rm Tr}A\), and replacing averages of products of traces by products of averages, which is the large-\(N\) step,
\[
\begin{aligned}
\partial_sg={}&{\rm Tr}\,R^2(2Q-1)\\
&+\tfrac1N\big[{\rm Tr}RQ\;{\rm Tr}R^2(Q-1)+{\rm Tr}R(Q-1)\;{\rm Tr}R^2Q\big].
\end{aligned}
\]
Write \(p=zg\) and \(q=(z-1)g\), with primes for \(\partial_z\). From \(RQ=zR-1\) and \({\rm Tr}R^2=-g'\),
\[
{\rm Tr}RQ=p-N,\quad {\rm Tr}R(Q-1)=q-N,
\]
\[
{\rm Tr}R^2Q=-p',\quad {\rm Tr}R^2(Q-1)=-q'.
\]
Thus
\[
\partial_sg=-(p'+q')-\tfrac1N[(p-N)q'+(q-N)p']
=-\tfrac1N(pq)' ,
\]
because the terms without \(1/N\) cancel. Explicitly, \(\partial_sg=-\frac1N\partial_z[z(z-1)g^2]\).

Now set \(z=\sin^2(\phi/2)\). Then \(I=-g\sin\phi\), \(z(z-1)g^2=-I^2/4\) and \(\partial_z=(2/\sin\phi)\partial_\phi\). Multiplying the equation by \(-\sin\phi\) gives
\[
\frac{\partial I}{\partial s}+\frac{I}{N}\frac{\partial I}{\partial\phi}=0 .
\]
So \(I\) is constant along lines \(d\phi/ds=I/N\). If the function is \(I_0\) at \(s=0\),
\[
I=I_0(\phi_0),\quad \phi=\phi_0+\frac{s}{N}I_0(\phi_0),\quad
I'(\phi)=\frac{I_0'(\phi_0)}{1+sI_0'(\phi_0)/N}.
\]

**From ballistic to diffusive**

An ideal interface alone has \(T_n=1\), so \(I_0=2N\tan(\phi_0/2)\) and \(I_0'=N/\cos^2(\phi_0/2)\). Hence
\[
G_N=\frac{G_0N}{1+s},\qquad G_{NS}=\frac{G_0N}{s+\cos^2(\theta/2)},
\]
\[
\theta+2s\tan(\theta/2)=\pi/2 .
\]
At \(s=0\), \(\theta=\pi/2\) and the ratio is 2. For a long wire \(\theta\approx\pi/[2(1+s)]\), so
\[
\frac{G_{NS}}{G_N}=\frac{1+s}{1+s-\sin^2(\theta/2)}\approx1+\frac{\pi^2}{16(1+s)^3}.
\]
Solving for \(\theta\) numerically gives ratios of 1.075 at \(s=1\) and 1.009 at \(s=3\). In this large-\(N\) model the doubling is nearly gone after one backscattering length.

For \(s\gg1\), \(\phi_0\) is small and \(I\to N\phi/s\). This is the straight line needed, so \(G_{NS}=G_N\).

The same line shows what the channels do. It corresponds to \(T=1/\cosh^2x\) with \(x>0\) distributed at uniform density \(N/s\): with \(y=\tanh x\),
\[
\int_0^\infty\!\frac{\sin\phi\,dx}{\cosh^2x-\sin^2(\phi/2)}
=\int_0^1\!\frac{\sin\phi\,dy}{\cos^2(\phi/2)+y^2\sin^2(\phi/2)}=\phi .
\]
Here \(T/(2-T)=1/\cosh2x\). Channels with \(T>0.764\), or \(x<x_*\) with \(\tanh x_*=\sqrt{\sqrt5-2}\), gain \(\tanh2x_*-\tanh x_*=0.300\) of \(G_N\). The others lose 0.300.

**Numbers for an InAs wire**

Take electron density \(n=10^{12}\ \mathrm{cm^{-2}}\), mobility \(\mu=10^4\ \mathrm{cm^2/Vs}\), mass \(0.03\,m_e\), width \(W=500\) nm and length \(L=1500\) nm, at 20 mK.

- The Fermi wave number is \(k_F=\sqrt{2\pi n}=0.2507\ \mathrm{nm^{-1}}\), so \(N=k_FW/\pi\), rounded down, is 39.
- The mean free path is \(\hbar k_F\mu/e=165\) nm. Equating \(G_0(k_FW/\pi)l/L\) to the Drude value \(ne\mu W/L\) gives \(l=(\pi/2)\times165=259\) nm.
- Hence \(s=1500/259.2=5.79\), well below \(N\), as needed to stay away from localization.

Then \(G_N=77.48\times39/6.788=445\) µS (2.25 kΩ), while \(G_{NS}=446\) µS (2.24 kΩ). Keeping \(k_FW/\pi=39.9\) unrounded would give \(G_N=455\) µS, so the third digit is not significant, and the 1 µS difference is smaller than the quantum correction discussed below. Doubling would predict 890 µS. Inserting \(\bar T=1/(1+s)=0.147\) would predict 38 µS.

**Where equality fails**

*Quantum corrections.* The dropped \(1/N\) terms shift the conductances by a fraction of \(G_0\). I estimated this from square-lattice strips 60 sites long, with hopping 1, site energies uniform in \([-0.75,0.75]\) and Fermi energy \(-1\) from the band centre, using recursive Green functions. For widths of 12 and 24 sites the mean \(G_N\) was 1.88 and 3.78 \(G_0\), while \(G_{NS}-G_N\) was \(-0.17\pm0.03\) and \(-0.15\pm0.04\) \(G_0\) (standard errors). The difference did not grow with \(G_N\), as doubling would demand. In the InAs wire, a shift of a few tenths of \(G_0\) would be a few per cent of \(G_N\). The lattice has no spin-orbit coupling, so this indicates a size, not a reliable sign. The result concerns the disorder average: among the 150 wider strips, the difference scattered by about \(0.4\,G_0\).

*An imperfect interface.* For interface transparency \(\Gamma\), start instead from
\[
I_0=\frac{N\Gamma\sin\phi_0}{1-\Gamma\sin^2(\phi_0/2)}
\]
and grow the wire away from the superconductor; \(tt^\dagger\) and \(t^\dagger t\) share eigenvalues, so the same equation applies. If \(s\Gamma\gg1\), then \(I_0\approx N\Gamma\phi_0\) and both conductances tend to \(G_0N/(s+1/\Gamma)\). With the wire held fixed, \(\Gamma=0.8\) gives 429 µS normal and 430 µS superconducting; \(\Gamma=0.3\) gives 331 and 319 µS.

*Finite energy.* Away from the Fermi energy, for \(E\ll\Delta\), \(rr^*\) becomes \(r(E)r^*(-E)\), and the electron and hole phases no longer cancel. Closer to the gap the Andreev amplitude also changes, from \(-i\) to \(e^{-i\arccos(E/\Delta)}\). The scale is \(E_T=\hbar D/L^2\), with diffusion constant \(D\). In the wider strips (\(s\approx3.2\)), with the Andreev amplitude held at \(-i\), \(G_{NS}\) rose by \(6\%\) at \(E_T\) and by \(14\pm2\%\) at \(5E_T\), relative to its zero-energy value. With a gap of only about \(9E_T\), as for the wire below, the rises in such strips are roughly twice as large, about \(10\%\) and \(30\%\). For the InAs wire \(D=798\ \mathrm{cm^2/s}\) and \(E_T=23\) µeV. The rms thermal energy at 20 mK, \(\pi k_BT/\sqrt3\) with \(T\) here the temperature, is 3.1 µeV, or \(0.13E_T\). The bias should likewise stay well below 23 µV.

**Compared with a real device**

The material values are rough but typical of InAs quantum wells, and aluminium's gap of roughly 0.2 meV is about \(9E_T\), which does not limit the zero-bias result but does enlarge the rise at finite energy. A real contact can break the assumption of a perfect interface: the two materials have different Fermi velocities, and residues or oxide add reflection. By the figures above, \(\Gamma=0.3\) lowers \(G_{NS}\) by 29% from its ideal-contact value, but moves \(G_{NS}/G_N\) only to 0.96. This insensitivity ends once \(s\Gamma\) drops to about 1: the same equations give 0.90 at \(\Gamma=0.2\) and 0.66 at \(\Gamma=0.1\). The metal may also overlap the semiconductor from above instead of ending it squarely, a geometry not sized here. For a coherent wire with \(s\Gamma\gg1\), the absence of doubling is therefore no evidence of a poor contact.

All numerical values are calculated from the stated model.
